# Do closely spaced nanoscale heaters cool one another? A referee's comment

**The argument under review.** The authors consider nanoscale heaters in a solid whose heat is carried partly by phonons with long mean free paths. They fit Fourier's law to the temperature of one narrow heater and obtain a conductivity far below the bulk value. They repeat the fit for an array of equally narrow, closely spaced heaters and obtain a larger conductivity. From this they conclude that the array cools each heater better than isolation does, because long-path phonons scatter between neighbours and so return to diffusive transport. They add that shrinking heaters therefore need not worsen cooling.

The argument joins three questions that need separate answers. Does a heated neighbour lower a heater's temperature? Why does the fitted conductivity rise? When does shrinking help?

**1. The transport problem**

I take the steady linear phonon Boltzmann equation with relaxation times, in an infinite isotropic medium with a cold reservoir at infinity. The heaters are power sources that leave the medium unchanged. Phonon group $i$ has heat capacity $C_i$, speed $v$, mean free path $\Lambda_i$ and relaxation time $\tau_i=\Lambda_i/v$. Let $g_i$ be its excess energy density for a given direction of travel $\mathbf n$, normalized so that the directional average $\langle g_i\rangle$ is the group's energy density. With $T$ the temperature rise and $Q$ the heating power density,

$$v\,\mathbf n\cdot\nabla g_i=\frac{C_iT-g_i}{\tau_i}+p_iQ,\qquad p_i=\frac{C_i}{\tau_iS},\qquad S=\sum_i\frac{C_i}{\tau_i}.$$

The heater thus feeds the groups in the proportions in which collisions emit them. Collisions conserve energy, which fixes $T$ through $ST=\sum_i\langle g_i\rangle/\tau_i$.

For a spatial variation $e^{i\mathbf k\cdot\mathbf r}$, let $\mu$ be the cosine between $\mathbf n$ and $\mathbf k$. Multiplying by $\tau_i$ and using $\tau_ip_i=C_i/S$ gives

$$(1+ik\Lambda_i\mu)\,g_i=C_i\left(T+\frac QS\right).$$

In the average over $\mu$ the odd part of $1/(1+ik\Lambda_i\mu)$ cancels, leaving

$$\int_0^1\frac{d\mu}{1+k^2\Lambda_i^2\mu^2}=\frac{\arctan k\Lambda_i}{k\Lambda_i}.$$

Let $B(k)=\sum_ip_i\arctan(k\Lambda_i)/(k\Lambda_i)$. Energy balance becomes $ST=SB(T+Q/S)$, so

$$T(k)=\frac{Q(k)}{S}\,\frac{B}{1-B}.$$

For small $k$, $1-B\simeq k^2\ell^2/3$ with $\ell^2=\sum_ip_i\Lambda_i^2$. Since $S\ell^2/3=\sum_iC_iv\Lambda_i/3=\kappa$, the bulk conductivity, this limit is Fourier's law, $T=Q/(\kappa k^2)$.

**2. A neighbour heats; it does not cool**

$B$ is the Fourier transform of the distribution of one free flight,

$$b(r)=\sum_ip_i\frac{e^{-r/\Lambda_i}}{4\pi r^2\Lambda_i},$$

which is positive. For $k\ne0$ we have $0<B<1$, so $B/(1-B)=B+B^2+B^3+\dots$. The term $B^n$ describes the places reached after $n$ flights and is also positive in real space. The response $G(r)$ to a point source of unit power is therefore positive at every distance.

The temperature of heater $i$ is $T_i=\sum_jR_{ij}P_j$, where $P_j$ are the powers and every $R_{ij}$ is an average of $G$, hence positive. At equal power per heater, adding neighbours raises $T_i$. If instead all heaters are held at one temperature $T_0$ and all emit, then $R_{ii}P_i=T_0-\sum_{j\ne i}R_{ij}P_j<T_0$, and each emits less than it would alone. Within this model the authors' first conclusion is false in both readings.

**3. How the response departs from Fourier's law**

The larger fitted conductivity is nevertheless real, and the form of $G(r)$ explains it. Inverting the transform over angles gives

$$G(r)=\frac{1}{2\pi^2Sr}\int_0^\infty k\sin(kr)\,f\,dk=\frac{1}{4\pi^2iSr}\,\mathrm{P}\!\!\int_{-\infty}^{\infty}k\,f\,e^{ikr}\,dk,\qquad f=\frac{B}{1-B}.$$

The second form uses the evenness of $f$; P denotes the principal value at $k=0$, where $kf\simeq3/(\ell^2k)$. At large $|k|$ the product $kf$ stays bounded without vanishing. I therefore include a factor $1/(1-i\epsilon k)$, which has no singularity in the upper half-plane, and let $\epsilon\to0$ at the end. For $r>0$ the contour can then be lifted into that half-plane.

To see what it catches, write $B=\sum_ip_i\int_0^1d\mu/(1+k^2\Lambda_i^2\mu^2)$. If $k^2$ is not real, every term has an imaginary part of the same sign, so $B\neq1$. If $k=is$ with $0<s<1/\Lambda_{\max}$, every term exceeds $p_i$, so $B>1$. What remains is the pole at $k=0$ and a branch cut $k=is$, $s>1/\Lambda_{\max}$. On the right side of the cut $k^2=-s^2+i0$, and

$$\frac{1}{1-s^2\Lambda_i^2\mu^2+i0}=\mathrm P\frac{1}{1-s^2\Lambda_i^2\mu^2}-i\pi\,\delta(1-s^2\Lambda_i^2\mu^2).$$

The delta function acts at $\mu=1/(s\Lambda_i)$, where its argument has slope of magnitude $2s\Lambda_i$. Hence $B=\beta-i\gamma$, with $\beta$ the principal-value part and

$$\gamma(s)=\sum_{s\Lambda_i>1}\frac{\pi p_i}{2s\Lambda_i}>0.$$

On the left side $B=\beta+i\gamma$. Because $f=-1+1/(1-B)$, the jump from left to right is

$$f_R-f_L=\frac1{1-\beta+i\gamma}-\frac1{1-\beta-i\gamma}=\frac{-2i\gamma}{(1-\beta)^2+\gamma^2}.$$

The principal value takes half the residue at the origin, $\pi i\cdot3/\ell^2$. The lifted contour runs down the left side of the cut and up the right, where $k\,dk=(is)(i\,ds)=-s\,ds$. It contributes $2i\int s\gamma\,e^{-sr}ds/[(1-\beta)^2+\gamma^2]$. Dividing the sum by $4\pi^2iSr$ gives

$$G(r)=\frac{1}{4\pi Sr}\left[\frac{3}{\ell^2}+\int_{1/\Lambda_{\max}}^\infty W(s)e^{-sr}ds\right],\qquad W=\frac2\pi\,\frac{s\gamma}{(1-\beta)^2+\gamma^2}>0.$$

The first term is Fourier's result $1/(4\pi\kappa r)$, since $S\ell^2/3=\kappa$. The second is a ballistic excess. The ratio

$$\frac{G}{G_{\rm Fourier}}=1+\frac{\ell^2}{3}\int W(s)e^{-sr}ds$$

falls strictly with distance, from infinity at $r\to0$ to one at $r\to\infty$, whatever the set of mean free paths, for a source that feeds the groups in the proportions $p_i$.

**4. Why the fitted conductivity rises**

Let each heater be a uniformly heated ball of radius $a$, and let its temperature be the volume average. The apparent conductivity is the value that makes Fourier's law give the true temperature in the same geometry:

$$\frac{\kappa_{\rm app}}{\kappa}=\frac{T_{\rm Fourier}}{T}=\frac{1}{1+X/F},$$

where $F$ is the Fourier part of the temperature and $X$ the excess. For equal powers, $F=F_0+\sum_jF_j$ and $X=X_0+\sum_jX_j$, with index 0 for the heater's own contribution. If every neighbour has $X_j/F_j<X_0/F_0$, then

$$X=X_0+\sum_jX_j<\frac{X_0}{F_0}\left(F_0+\sum_jF_j\right),$$

so $X/F<X_0/F_0$ and $\kappa_{\rm app}$ exceeds its isolated value.

It remains to compare the ratios. Inside a uniform ball the average of $1/r$ seen from distance $x$ to the centre is $(3a^2-x^2)/(2a^3)$. The mean of $x^2$ is $3a^2/5$, so $\langle1/r\rangle=6/(5a)$. For one value of $s$, the self ratio is the mean of $e^{-sr}$ with weight $1/r$. The mean distance with this weight is $1/\langle1/r\rangle=5a/6$, and since the exponential is convex,

$$\frac{\langle e^{-sr}/r\rangle}{\langle1/r\rangle}\ge e^{-5sa/6}.$$

For a neighbour with centre at distance $d$, no two points are closer than $d-2a$, so its ratio is at most $e^{-s(d-2a)}$. A surface gap $d-2a\ge5a/6$ therefore suffices.

For smaller gaps, and for numbers, the averages are needed in closed form. Put $u=sa$ and $\Phi(u)=3(u\cosh u-\sinh u)/u^3$, the ball average of $\sinh(sx)/(sx)$. Outside its source, $e^{-sr}/r$ obeys $\nabla^2\phi=s^2\phi$, so averaging over a ball multiplies it by $\Phi$. Two balls give $\Phi^2e^{-sd}/d$. Inside a heated ball the potential is $3/(a^3s^2)$ plus a multiple of $\sinh(sx)/(sx)$; its central value, $3[1-(1+u)e^{-u}]/(a^3s^2)$, fixes the multiple. Averaging gives

$$\left\langle\frac{e^{-sr}}r\right\rangle_{\rm self}=\frac{3}{au^2}\left[1-(1+u)e^{-u}\Phi(u)\right].$$

Touching balls are the least favourable case, because a gap only adds the factor $e^{-s(d-2a)}$. A numerical scan of $u$ from $10^{-2}$ to $10^4$ finds the self ratio larger there too; this is evidence, not proof.

The gain is thus a matter of weighting. Heat from a neighbour has travelled farther than the heater's own, and its contribution lies closer to Fourier's law. The excess in kelvin does not shrink, since every $X_j$ is positive. For large heaters, $a\gg\Lambda_{\max}$, every contributing $u$ is large and the self ratio tends to $5/(2u^2)$. The excess is then negligible and there is little left to gain.

**5. Numbers for a model solid**

Take $v=5000$ m/s and two groups: $C_1=1.5\times10^6$ J/(m³ K) with $\Lambda_1=20$ nm, and $C_2=10^5$ J/(m³ K) with $\Lambda_2=500$ nm. Then $\kappa=50.0+83.3=133.3$ W/(m K). These are round parameters, not a named material. The integral over $s$ is done by numerical quadrature.

An isolated ball with $a=10$ nm and $P=1$ µW has

$$T_{\rm Fourier}=\frac{1.2\,P}{4\pi\kappa a}=0.072\ \mathrm K,\qquad T=0.355\ \mathrm K,$$

so $\kappa_{\rm app}/\kappa=0.20$. Now put it at the centre of a $21\times21$ array with the same power in every ball:

| spacing (nm) | $T$ (K) | $T_{\rm Fourier}$ (K) | $\kappa_{\rm app}/\kappa$ |
|---|---|---|---|
| 25 | 3.47 | 1.75 | 0.50 |
| 40 | 2.05 | 1.12 | 0.55 |
| 80 | 1.05 | 0.60 | 0.57 |
| 160 | 0.65 | 0.33 | 0.51 |
| 320 | 0.49 | 0.20 | 0.41 |
| 1280 | 0.39 | 0.10 | 0.27 |

At 40 nm the fitted conductivity is 2.7 times the isolated value, while the ball is 5.8 times hotter. Its excess over Fourier's law has grown from 0.28 K to $2.05-1.12=0.93$ K.

Among the spacings listed for this array, the gain is largest at an intermediate one, 80 nm. The ball's own response is 4.96 times its Fourier value at every spacing. Subtracting it from the table, the neighbours together stand at $(1.046-0.355)/(0.595-0.072)=1.32$ times theirs at 80 nm, and at 1.86 times at 25 nm. Closer neighbours carry more weight but are themselves less diffusive; distant ones are nearly diffusive but carry little weight.

The proposed mechanism fails because the relaxation times in a linear theory do not depend on whether a neighbour is heated. A phonon leaving one ball scatters between the balls exactly as it would with the others switched off, so the ball's own contribution to its temperature stays at 0.355 K. Nor does the rise in fitted conductivity depend on having the 500 nm group. With the 20 nm group alone, the same array at 40 nm spacing raises $\kappa_{\rm app}/\kappa$ from 0.53 to 0.94, each relative to that solid's own bulk value.

**6. When shrinking does help**

For one heater at fixed power, shrinking hurts: $G$ decreases with distance, and a smaller ball brings all its internal distances down. Going from 20 to 10 nm radius at 1 µW raises $T$ from 0.12 to 0.36 K.

The outcome can change if a fixed total power is divided over a fixed area. Let 1 mW be shared by $n\times n$ balls on a square 1600 nm wide, with spacing $4a$. The central temperature is 2.62 K for one ball of radius 400 nm, 2.06 K for $5\times5$ balls of 80 nm, and 1.97 K for $21\times21$ balls of 19 nm. One 19 nm ball carrying the whole milliwatt would reach 132 K in the linear formula. The benefit comes from spreading the power, and it appears in Fourier's law as well, where the first and last of these three arrangements give 1.79 and 1.33 K.

The benefit requires that the single ball not be too large for the area. In Fourier's law a ball of radius $a_1$ with power $P$ reaches $1.2P/(4\pi\kappa a_1)$. Over a square of side $w$ the mean of $1/r$ seen from the centre is $4\ln(1+\sqrt2)/w=3.53/w$, so the same power spread finely over the square gives $3.53P/(4\pi\kappa w)$ there. Fine division therefore lowers the Fourier temperature only if $a_1<0.34w$. Here $a_1=0.25w$; a ball as wide as the square, $a_1=0.5w$, would be cooler than the fine array.

In this single layer, whose thickness shrinks with the balls, division does not help without end. From $n=21$ to $n=41$ the temperature rises slightly, from 1.966 to 1.970 K. A rise must come eventually. By positivity, $T$ is at least the contribution of first flights. For areal power density $q$, neighbours between the spacing $d$ and a distance of order $\Lambda_1$ supply about

$$\frac{q}{S}\sum_i\frac{p_i}{\Lambda_i}\int_d^{\Lambda_1}\frac{2\pi r\,dr}{4\pi r^2}=\frac{q}{2S}\sum_i\frac{p_i}{\Lambda_i}\,\ln\frac{\Lambda_1}{d},$$

up to a bounded factor from $e^{-r/\Lambda_i}$. This grows without limit as $d\to0$, though slowly: here by $\frac{q}{2S}\sum_i p_i/\Lambda_i=0.026$ K for each factor $e$ in $n$. It arises because the power is pressed into an ever thinner layer; for power divided within a fixed volume the first-flight integral $\int d^3r/r^2$ converges and $T$ stays bounded. At $n=41$ the spacing, 39 nm, still exceeds $\Lambda_1$, so I only conjecture that the small rise seen there is the onset of this effect.

**7. Scope and requested changes**

The positivity in section 2 rests on relaxation-time collisions that re-emit phonons in all directions. Momentum-conserving collisions add to the re-emission a drift term that is negative for backward directions, so the flight-by-flight proof does not carry over as it stands. For a single group in the infinite medium the result still holds: if a share $w$ of collisions conserves momentum, $f$ becomes $B/(1-B)-3w/(k\Lambda)^2$, which only scales the Fourier term by $1-w$ and leaves $G$ positive. The ordering in sections 3 and 4 also rests on the source proportions $p_i$. With other proportions $G$ stays positive, but a heater that feeds only the long-path group lies below Fourier's law near the source, and neighbours can then lower its fitted conductivity. Strong heating, which changes the scattering rates, and heater–substrate interfaces are also outside it.

The authors should report temperatures at stated power beside the fitted conductivities. They should replace "cools better" by "is closer to Fourier's law for its own geometry", and withdraw scattering between neighbours as the cause. Their remark on shrinking needs a statement of what is held fixed. At fixed power, a smaller single heater is hotter. For a fixed total power divided over a fixed area the remark can hold, provided the starting heater is not too large for that area; in a single layer of shrinking balls the gain stops growing once the spacing falls to a few times the short mean free path.

All numerical values are calculated from the stated model.
